\section*{Why the Energy-Volume Crossing Does Not Locate a Pressure-Driven Transition}

\section*{Two curves and two pressures}

\textbf{Q.} I have energy-volume curves for two polymorphs of hafnia: the monoclinic phase, $a$, and the denser antipolar orthorhombic phase Pbca, $b$. They cross at $V_x=33.005\,\text{\AA}^3$ per formula unit. Over the volumes I computed, $a$ has the lower energy above $V_x$ and $b$ has it below. So under pressure the crystal should shrink along curve $a$ to $V_x$ and transform there. The slope at $V_x$ then gives the transition pressure.

\textbf{A.} The slope of which curve?

\textbf{Q.} The monoclinic one gives $0.05815\ \text{eV}/\text{\AA}^3$, or 9.3 GPa. The Pbca one gives $0.01267\ \text{eV}/\text{\AA}^3$, or 2.0 GPa. I had expected them to agree.

\textbf{A.} They are the pressures needed to hold each phase at the same volume. Two phases in equilibrium under one load must have the same pressure, so the crossing does not describe such a pair.

\section*{What a pressure apparatus minimises}

\textbf{Q.} But surely the phase of lower energy wins?

\textbf{A.} It does if the volume is imposed and the sample must remain in one phase. A press imposes the pressure $p$ instead. When the sample expands by $dV$ it does work $p\,dV$ on the load, so the energy of sample and load together is $E(V)+pV$, up to a constant. That sum is to be minimised.

I take zero temperature, static nuclei, hydrostatic pressure and bulk crystals. Atoms and cell shape are relaxed at every volume, and each curve is strictly convex, $E_i''(V)>0$. Energies and volumes are per formula unit. The algebra is in atomic units, the numbers in eV and \AA. For phase $i$ the minimum satisfies
\begin{equation}
\frac{d}{dV}\left[E_i(V)+pV\right]=0
\quad\Rightarrow\quad p=-E_i'(V).
\end{equation}
This fixes a volume $V_i(p)$, and the minimum value is the enthalpy $H_i(p)=E_i(V_i(p))+pV_i(p)$. Its derivative is
\begin{equation}
\frac{dH_i}{dp}=\left[E_i'(V_i)+p\right]\frac{dV_i}{dp}+V_i=V_i,
\end{equation}
because the bracket vanishes. Hence $d(H_b-H_a)/dp=V_b(p)-V_a(p)$, which is negative while $b$ is denser. If $b$ starts with the higher enthalpy, pressure lowers its disadvantage, and over such a range there is at most one pressure $p_t$ with $H_a=H_b$.

\textbf{Q.} How do I see $p_t$ on my energy plot?

\textbf{A.} Write $V_a$ and $V_b$ for the two volumes at $p_t$. Equal enthalpies mean
\begin{align}
E_a(V_a)+p_tV_a&=E_b(V_b)+p_tV_b,\\
\frac{E_a(V_a)-E_b(V_b)}{V_a-V_b}&=-p_t .
\end{align}
The left side of the second line is the slope of the chord joining the two points. Equal pressures mean $E_a'(V_a)=E_b'(V_b)=-p_t$, so the chord has the slope of each curve at its own end. It is the common tangent,
\begin{equation}
L(V)=E_a(V_a)-p_t(V-V_a).
\end{equation}
At $p_t$ the volume jumps from $V_a$ to $V_b$.

\section*{Where the crossing must lie}

\textbf{Q.} Could one contact point happen to be the crossing?

\textbf{A.} Not if the contacts are distinct. Let $g_i(V)=E_i(V)-L(V)$ be the height of curve $i$ above the tangent. Subtracting a straight line leaves the curvature unchanged, so $g_i$ is strictly convex. At $V_i$ both $g_i$ and $g_i'$ vanish, so $g_i>0$ at every other volume.

Between $V_b$ and $V_a$ we are to the left of the minimum of $g_a$, which therefore falls with $V$, and to the right of the minimum of $g_b$, which rises. Their difference,
\begin{equation}
g_a(V)-g_b(V)=E_a(V)-E_b(V),
\end{equation}
falls steadily from $g_a(V_b)>0$ to $-g_b(V_a)<0$. It has one zero in the interval, strictly inside. Thus
\begin{equation}
V_b<V_x<V_a .
\end{equation}
The argument does not exclude further crossings outside the interval.

Convexity also makes $p_i(V)=-E_i'(V)$ fall as $V$ grows. Since $V_x<V_a$, phase $a$ at the crossing is compressed beyond its contact point; since $V_x>V_b$, phase $b$ is less compressed than at its own. Therefore
\begin{equation}
p_b(V_x)<p_t<p_a(V_x).
\end{equation}
Your two pressures are lower and upper bounds on the transition pressure.

\textbf{Q.} Is there a case in which my rule works?

\textbf{A.} Only in the limit of a vanishing volume jump. The crossing is squeezed between the contacts, so both of your pressures approach $p_t$. If $V_a=V_b$ exactly, the curves meet with the same slope. But if their curvatures differ there, they only touch: the curve with the smaller curvature is lower on both sides, and there is no transition at that point.

\section*{What happens at the crossing volume}

\textbf{Q.} Suppose I do impose $V_x$ with a rigid container. Does the crossing matter then?

\textbf{A.} It marks where the lower \emph{single} phase changes. A mixture does better. Let a fraction $x$ be $b$ at volume $V_b$ and the rest $a$ at $V_a$. The mean volume must be $V_x$:
\begin{equation}
(1-x)V_a+xV_b=V_x
\quad\Rightarrow\quad x=\frac{V_a-V_x}{V_a-V_b}.
\end{equation}
Both contact points lie on $L$, and $L$ is linear, so the energy of the mixture is
\begin{equation}
(1-x)L(V_a)+xL(V_b)=L\big((1-x)V_a+xV_b\big)=L(V_x).
\end{equation}
This neglects the energy of the boundaries between the phases. No other mixture of $a$ and $b$ is lower, because neither curve goes below $L$. The mixture lies below the crossing by $D=g_a(V_x)=g_b(V_x)>0$. As the container shrinks from $V_a$ to $V_b$, $x$ grows from 0 to 1 while the pressure stays at $p_t$.

\section*{Numbers for hafnia-like curves}

\textbf{Q.} Then let us find $p_t$ for my curves. They are Murnaghan curves with $B'=4$ for both phases. For $a$: $E_0=0$, $V_0=34.5\,\text{\AA}^3$, $B_0=1.2\ \text{eV}/\text{\AA}^3$. For $b$: $E_0=0.04$ eV, $V_0=33.3\,\text{\AA}^3$, $B_0=1.4\ \text{eV}/\text{\AA}^3$.

\textbf{A.} The Murnaghan form assumes a bulk modulus linear in pressure, $-V\,dp/dV=B_0+B'p$. Separating variables and integrating from $p=0$, $V=V_0$,
\begin{align}
\int_0^p\frac{dq}{B_0+B'q}&=-\int_{V_0}^{V}\frac{dv}{v},\\
\frac{1}{B'}\ln\left(1+\frac{B'p}{B_0}\right)&=\ln\frac{V_0}{V},\\
p(V)&=\frac{B_0}{B'}\left[\left(\frac{V_0}{V}\right)^{B'}-1\right],\\
V(p)&=V_0\left(1+\frac{B'p}{B_0}\right)^{-1/B'}.
\end{align}
The curve is convex, since $E''=-dp/dV=(B_0+B'p)/V=B_0(V_0/V)^{B'}/V>0$. Integrating $dE=-p\,dV$ gives the energy,
\begin{equation}
E(V)=E_0+\frac{B_0V}{B'}\left[\frac{(V_0/V)^{B'}}{B'-1}+1\right]-\frac{B_0V_0}{B'-1},
\end{equation}
and integrating $dH=V\,dp$ from $H(0)=E_0$ gives
\begin{equation}
H(p)=E_0+\frac{B_0V_0}{B'-1}\left[\left(1+\frac{B'p}{B_0}\right)^{1-1/B'}-1\right].
\end{equation}
First, your two pressures:
\begin{align}
p_a(V_x)&=0.3\left[(34.5/33.0053)^4-1\right]=0.05815\ \text{eV}/\text{\AA}^3,\\
p_b(V_x)&=0.35\left[(33.3/33.0053)^4-1\right]=0.01267\ \text{eV}/\text{\AA}^3.
\end{align}
At the lower pressure $H_b-H_a=+0.0252$ eV, so $a$ is stable; at the higher it is $-0.0224$ eV, so $b$ is. The root between them, found numerically, is
\begin{equation}
p_t=0.0358\ \text{eV}/\text{\AA}^3=5.7\ \text{GPa}.
\end{equation}
The contact volumes follow from $V(p)$:
\begin{align}
V_a&=34.5\,(1+0.03578/0.3)^{-1/4}=33.542\,\text{\AA}^3,\\
V_b&=33.3\,(1+0.03578/0.35)^{-1/4}=32.500\,\text{\AA}^3.
\end{align}
The jump is $\Delta V=V_a-V_b=1.042\,\text{\AA}^3$, with $V_x$ near its middle. The lower convex hull of points sampled from the two energy curves, built without using enthalpies, has a longest edge whose slope gives the same $p_t$ to the digits shown.

In a rigid container at $V_x$, the mixture has $x=(33.542-33.005)/1.042=0.515$. Its energy is 0.03593 eV against 0.04185 eV for either single phase, so $D=0.0059$ eV.

\section*{How large the misreading is}

\textbf{Q.} Why is $V_x$ so near the midpoint, and why is the pressure still so wrong?

\textbf{A.} Near its contact, each height is approximately $g_i=\tfrac12K_i(V-V_i)^2$, where $K_i=E_i''(V_i)=B_i/V_i$ and $B_i$ is the bulk modulus at $p_t$. The heights are equal at $V_x$. Taking positive roots,
\begin{align}
\sqrt{K_a}\,(V_a-V_x)&=\sqrt{K_b}\,(V_x-V_b),\\
V_x&=\frac{\sqrt{K_a}\,V_a+\sqrt{K_b}\,V_b}{\sqrt{K_a}+\sqrt{K_b}}.
\end{align}
Consequently $V_a-V_x=\sqrt{K_b}\,\Delta V/(\sqrt{K_a}+\sqrt{K_b})$, and
\begin{equation}
D=\frac{K_a}{2}(V_a-V_x)^2=\frac{K_aK_b\,\Delta V^2}{2(\sqrt{K_a}+\sqrt{K_b})^2}.
\end{equation}
Here $K_a=(1.2+4\times0.03578)/33.542=0.0400\ \text{eV}/\text{\AA}^6$ and, likewise, $K_b=0.0475\ \text{eV}/\text{\AA}^6$. The estimates are $V_x=32.9985\,\text{\AA}^3$ and $D=0.0059$ eV, close to the values from the full curves.

For equal curvatures $K$, the crossing is at the midpoint and $D=K\Delta V^2/8$. The pressure errors are then $\pm K\Delta V/2$. They are first order in the jump, whereas $D$ is second order. A small energy gain can thus accompany an error of several GPa: these solids are stiff, and half a cubic \aa ngstr\"om costs a large pressure.

\textbf{Q.} If the errors are opposite, may I average my two pressures?

\textbf{A.} For parabolas of equal curvature the average is $p_t$. Here it gives $(0.05815+0.01267)/2=0.0354\ \text{eV}/\text{\AA}^3$, about 1\% below $p_t$. That estimate uses the slopes as well as the crossing volume, and it relies on similar curvatures. The common tangent does not need the curvatures to be similar.

\section*{A crossing with no equilibrium transition}

\textbf{Q.} My real interest is the polar phase, Pca2$_1$. Its curve has $E_0=0.08$ eV, $V_0=33.5\,\text{\AA}^3$, $B_0=1.4\ \text{eV}/\text{\AA}^3$ and $B'=4$. It crosses the monoclinic curve at $31.79\,\text{\AA}^3$. Can pressure produce it?

\textbf{A.} Not as the equilibrium phase of this model. At that crossing Pbca is lower by 0.055 eV. The monoclinic and polar enthalpies do become equal, at $0.099\ \text{eV}/\text{\AA}^3$ (15.9 GPa), but Pbca has long been stable by then.

The polar phase comes closest at $p_t$. Below $p_t$ it gains on the roomier monoclinic phase. Above $p_t$ its rival is Pbca, which has the same $B_0$ and $B'$ but a smaller $V_0$, hence a smaller volume at every pressure, so the polar phase falls behind. Its smallest excess enthalpy is 0.047 eV for pressures up to $0.15\ \text{eV}/\text{\AA}^3$. Denser high-pressure phases are left out.

\textbf{Q.} Could an electric field make up the difference?

\textbf{A.} Take a rough polarization $P=50\ \mu\text{C}/\text{cm}^2$, held fixed and parallel to a field $F=3$ MV/cm. Thin films can withstand such a field; a bulk crystal would normally break down well below it, so for a bulk crystal this is a generous case. The energy gain $PFV$ is 0.031 eV at $p_t$, less than the excess. The margin is not wide: the gain grows in proportion to $F$ and would match the excess at about 4.6 MV/cm, not far above what thin films carry. Induced polarization in all the phases is neglected. This says nothing against ferroelectric hafnia films, which are not bulk crystals in equilibrium under hydrostatic pressure.

\section*{How far to trust 5.7 GPa}

\textbf{Q.} Would a real sample transform at that pressure?

\textbf{A.} The parameters are round values in the rough range for hafnia, with bulk moduli near 200 GPa; real monoclinic hafnia transforms at roughly several GPa. The result is sensitive to small errors in the energy difference between the phases. If $H_b$ is raised by a small $\delta$, the new root obeys $\delta-\Delta V\,\delta p=0$ to first order, so
\begin{equation}
\delta p=\frac{\delta}{\Delta V}.
\end{equation}
An error of 0.01 eV gives $0.0096\ \text{eV}/\text{\AA}^3$; solving again gives 0.0098, or 1.6 GPa. In spherical grains of diameter $d=10$ nm, an interface energy higher by $\gamma=0.006\ \text{eV}/\text{\AA}^2$ for Pbca adds $6\gamma V_b/d=0.012$ eV, since a sphere has surface-to-volume ratio $6/d$. That difference alone raises $p_t$ by about 1.8 GPa; one of the opposite sign would lower it. The interface energy common to both phases is left out here. It favours the denser phase somewhat, because a grain with the same number of formula units then has less surface. With interface energies of this size, the bulk value of $p_t$ cannot be used for such small grains. A shear stress of $0.006\ \text{eV}/\text{\AA}^3$ acting through a shape strain of 0.02 does work 0.004 eV, worth about 0.6 GPa in either direction. These interface and shear inputs are illustrative, and the shape strain is a small one. The monoclinic angle of real hafnia is near $99^\circ$, so a single domain turning orthorhombic shears by about 0.16. The same stress would then do work 0.032 eV, worth about 5 GPa, unless twin domains cancel most of the shear.

\textbf{Q.} And room temperature?

\textbf{A.} At fixed temperature and pressure one minimises $F+pV$, with $F(V,T)$ now the Helmholtz energy. The tangent construction carries over while $F$ is convex in $V$. As a rough model, give each formula unit nine oscillators of quantum $w$, each contributing
\begin{equation}
\frac{w}{2}+k_BT\ln\left(1-e^{-w/k_BT}\right),
\end{equation}
with $w=w_0(V_0/V)^{1.5}$ and $w_0=0.045$ eV for $a$, 0.046 eV for $b$. At 300 K the transition is at $0.0404\ \text{eV}/\text{\AA}^3$ (6.5 GPa). Most of the rise from 5.7 GPa is not due to warmth: the zero-point terms $w/2$ alone, which remain at absolute zero, already give 6.3 GPa. The contacts at 300 K are 33.75 and $32.69\,\text{\AA}^3$, with the crossing between them at $33.21\,\text{\AA}^3$.

\textbf{Q.} What if the two phases share a grain, with their lattices joined?

\textbf{A.} Then the straight line is too low for the mixture. Consider thin layers in equal amounts, with linear misfit $\epsilon=\Delta V/(3V)=0.0105$, where $V$ is the mean contact volume. Each layer takes an in-plane strain $\epsilon/2$. With Young modulus $Y$, Poisson ratio $\nu$ and no stress normal to the layers, Hooke's law gives $\epsilon/2=(1-\nu)\sigma/Y$. The energy density is half of stress times strain, summed over two directions: $\sigma\epsilon/2=Y\epsilon^2/[4(1-\nu)]$. With $Y=3B(1-2\nu)$, $B=1.44\ \text{eV}/\text{\AA}^3$ and $\nu=0.3$, this is 0.0023 eV per formula unit, over a third of $D$. The pure phases at the two ends are unstrained, so $p_t$ is unchanged, but the path between them now costs energy. For a fraction $x$ of $b$, with equal moduli, the layers take strains $x\epsilon$ and $(1-x)\epsilon$, and the energy density becomes $Y\epsilon^2x(1-x)/(1-\nu)$. Its initial slope is four times the value at $x=1/2$, or 0.0090 eV per formula unit. By $\delta p=\delta/\Delta V$, the first thin coherent layer lowers the enthalpy only about 1.4 GPa above $p_t$ on loading, or below it on unloading. This takes the misfit as isotropic, which the real transformation strain is not, and it ignores nucleation and loss of coherency, so it is no prediction of the delay in a real sample.

\section*{Values computed for the example and the checks}
\begin{verbatim}
monoclinic: E0 0.00 eV, V0 34.5 A^3, B0 1.2 eV/A^3, B' 4
Pbca: E0 0.04 eV, V0 33.3 A^3, B0 1.4 eV/A^3, B' 4
Pca2_1: E0 0.08 eV, V0 33.5 A^3, B0 1.4 eV/A^3, B' 4
1 eV/A^3: 160.22 GPa
top of studied pressure range: 0.15 eV/A^3
transition pressure p_t: 0.03578 eV/A^3
p_t converted: 5.73 GPa
p_t from convex hull: 0.03578 eV/A^3
contact volume monoclinic V_a: 33.5418 A^3
contact volume Pbca V_b: 32.4995 A^3
volume jump: 1.0423 A^3
crossing volume V_x: 33.0053 A^3
energy at crossing: 0.04185 eV
monoclinic pressure at V_x: 0.05815 eV/A^3
monoclinic pressure at V_x converted: 9.32 GPa
Pbca pressure at V_x: 0.01267 eV/A^3
Pbca pressure at V_x converted: 2.03 GPa
H(Pbca)-H(mono) at the lower of these: 0.02519 eV
H(Pbca)-H(mono) at the higher of these: -0.02238 eV
Pbca fraction of mixture at V_x: 0.5147 (no unit)
mixture energy at V_x: 0.03593 eV
depth D of mixture below crossing: 0.00592 eV
curvature K_a at contact: 0.04004 eV/A^6
curvature K_b at contact: 0.04748 eV/A^6
parabolic estimate of V_x: 32.9985 A^3
parabolic estimate of D: 0.00591 eV
random curve pairs tested: 394
monoclinic/polar crossing volume: 31.788 A^3
Pbca below that crossing by: 0.0549 eV
monoclinic/polar equal-enthalpy pressure: 0.0993 eV/A^3
least polar enthalpy excess in range: 0.0471 eV
field case: 50 uC/cm^2, 3 MV/cm
field energy of polar phase: 0.0306 eV
vibrations: 300 K, 9 modes, quanta 0.045 (mono) 0.046 (Pbca) eV, Grueneisen 1.5
p_t at 300 K: 0.04040 eV/A^3
V_a at 300 K: 33.7539 A^3
V_b at 300 K: 32.6891 A^3
V_x at 300 K: 33.2058 A^3
energy offset tried: 0.01 eV
p_t shift from offset: 0.00977 eV/A^3
offset / volume jump: 0.00959 eV/A^3
grain: 10 nm, interface energy difference 0.006 eV/A^2
grain interface energy: 0.0117 eV
shear stress 0.006 eV/A^3, shape strain 0.02
shear work: 0.0039 eV
Poisson ratio for layers: 0.3 (no unit)
mean bulk modulus at p_t: 1.443 eV/A^3
linear misfit of layers: 0.01052 (no unit)
coherency energy, equal amounts: 0.00226 eV
\end{verbatim}
